\section*{Null-Collision Sampling of Energy-Dependent Collision Rates for Sputtered Atoms}

\section{A flight that meets too few collisions}

A sputtered atom leaves a target with energy $E=10$ eV and crosses a gap of length $L=10$ cm filled with gas. Near the target the gas is rarefied. What is the probability that the atom arrives without a collision?

A tempting simulation evaluates the collision rate where the flight begins and draws one exponential waiting time from it. For the gas described below, this gives an uncollided fraction of $0.604$. The correct value is $0.352$. The frozen rate makes the fraction 71\% too large, relative to the correct value, because it carries the thin gas at the target across the whole gap. More histories reduce the noise but leave this error in place.

Short time steps would reduce the error at the price of a step size to be controlled. The null-collision method needs no time step. It draws candidate events at a constant rate that is too high, then rejects the right fraction of them.

\section{The rate along the flight}

Let $n$ be the gas density, $\sigma(E)$ the collision cross section and $v$ the speed of an atom of mass $m$. The gas atoms, of mass $M$, are taken to be at rest. In a time $dt$ the atom sweeps a volume $\sigma v\,dt$, so its collision probability is $\nu\,dt$ with
\begin{equation}
\nu=n\,\sigma(E)\,v,\qquad v=\sqrt{2E/m}.
\end{equation}
The model cross section is $\sigma(E)=\sigma_1(E/E_1)^{-s}$ with $E_1=1$ eV. Since $v\propto E^{1/2}$,
\begin{equation}
\nu(E)\propto E^{p},\qquad p=\tfrac12-s .
\end{equation}
The round parameters are $m=60$ u, $M=40$ u, $\sigma_1=2\times10^{-19}\ \mathrm{m^2}$, $s=0.2$ and a full density $n_0=10^{20}\ \mathrm{m^{-3}}$. Thus $p=0.3$: a faster atom has a smaller cross section, but still collides more often per unit time.

At 10 eV the speed is $0.5671$ cm/$\mu$s and the rate at full density is $0.07156\ \mu\mathrm{s}^{-1}$. Call this rate $b$. The density at distance $x$ from the target is $n_0(1-a e^{-x/\ell})$, with $a=0.6$ and $\ell=3$ cm. Because $x=vt$ before the first collision,
\begin{equation}
\nu(t)=b\left(1-a e^{-vt/\ell}\right)\le b .
\end{equation}
The flight time is $T=L/v=17.63\ \mu$s, so $bT=1.2619$.

\section{Counting rejected events by hand}

Draw candidate events from a Poisson process of rate $b$. At each candidate time $t$, accept a real collision with probability $\nu(t)/b$. Otherwise the event is fictitious, and the atom continues with the same velocity. The atom crosses uncollided if every candidate on its way is rejected. The possible numbers of candidates can be taken one at a time.

\paragraph{No candidate.} A Poisson process of rate $b$ has no event in time $T$ with probability
\begin{equation}
S_0=e^{-bT}=e^{-1.2619}=0.2831 .
\end{equation}

\paragraph{One candidate, rejected.} Suppose it falls between the times $s$ and $s+ds$ (in this section and the next, $s$ is a time, not the exponent of the cross section). There is no event before it, with probability $e^{-bs}$; it occurs, with probability $b\,ds$; it is rejected, with probability $1-\nu(s)/b$; and nothing follows, with probability $e^{-b(T-s)}$. The two exponentials multiply to $e^{-bT}$, and $b(1-\nu/b)=b-\nu$. Hence
\begin{equation}
S_1=e^{-bT}\int_0^T[b-\nu(s)]\,ds\equiv e^{-bT}R .
\end{equation}
For this gas,
\begin{align}
R&=ba\int_0^T e^{-vs/\ell}\,ds
 =ba\,\frac{\ell}{v}\left(1-e^{-vT/\ell}\right)\nonumber\\
 &=bT\,a\,\frac{\ell}{L}\left(1-e^{-L/\ell}\right)=0.2190,
\end{align}
where $1/v=T/L$ was used in the last line. Therefore $S_1=0.2831\times0.2190=0.0620$.

\paragraph{Two candidates, both rejected.} The same factors appear for times $s_1<s_2$. The integral of $[b-\nu(s_1)][b-\nu(s_2)]$ over the ordered times is half of that over the full square, because the integrand is symmetric. The full square gives $R^2$, so
\begin{equation}
S_2=e^{-bT}\frac{R^2}{2}=0.2831\times\frac{0.2190^2}{2}=0.0068 .
\end{equation}
Three and four rejected candidates contribute $0.0005$ and $0.00003$. The sum is $0.3524$.

The definition of a rate gives the same answer without any candidates. The survival probability obeys $dS/dt=-\nu S$ with $S(0)=1$, so
\begin{equation}
S(T)=\exp\left[-\int_0^T\nu\,dt\right]=e^{-(bT-R)}=e^{-1.0429}=0.3524 .
\end{equation}
The frozen rate of the opening replaces $\nu(t)$ by $\nu(0)=(1-a)b=0.4\,b$ and gives $e^{-0.4\times1.2619}=0.604$.

\section{The general statement}

Let $\nu(t)$ now be any rate along a known path between collisions. It may vary because the density changes, or because a force changes $E$ during the flight. Let $b$ be a constant with $b\ge\nu$ in every state the atom can reach. Such a $b$ is called a majorant.

\subsection{One flight}

Let $S_k(t)$ be the probability of $k$ candidates up to time $t$, all rejected. If the last one occurs at $s$, the earlier $k-1$ contribute $S_{k-1}(s)$, so
\begin{equation}
S_k(t)=\int_0^t S_{k-1}(s)\,[b-\nu(s)]\,e^{-b(t-s)}\,ds,\qquad S_0(t)=e^{-bt}.
\end{equation}
Define $R(t)=\int_0^t[b-\nu(s)]ds$, so that $R'=b-\nu$ and $R(0)=0$. Assume that $S_{k-1}(s)=e^{-bs}R(s)^{k-1}/(k-1)!$, which holds for $k=1$. Then
\begin{align}
S_k(t)&=e^{-bt}\int_0^t\frac{R(s)^{k-1}}{(k-1)!}\,R'(s)\,ds
=e^{-bt}\frac{R(t)^k}{k!},
\end{align}
which completes the induction. Summing the exponential series gives
\begin{equation}
S(t)=\sum_{k=0}^{\infty}S_k(t)=e^{-bt+R(t)}=\exp\left[-\int_0^t\nu(s)\,ds\right].
\end{equation}
The majorant has cancelled. The first real collision falls in $dt$ if all earlier candidates were rejected, a new one occurs, and it is accepted:
\begin{equation}
S(t)\,(b\,dt)\,\frac{\nu(t)}{b}=\nu(t)S(t)\,dt .
\end{equation}
This is the collision-time density of the original process.

\subsection{The whole history}

After an accepted collision the atom has a new velocity. The Poisson process has no memory, so the later candidates are independent of what has happened, and the one-flight result applies again from the new state. Repeating this flight by flight gives the correct law for the whole history.

The same fact can be put in one line. For a function $g$ of the atom's state, let $Kg$ be its average over the states after a real collision. Candidates change the mean of $g$ at the rate
\begin{equation}
b\left[\frac{\nu}{b}Kg+\left(1-\frac{\nu}{b}\right)g-g\right]=\nu\,(Kg-g),
\end{equation}
which is the effect of real collisions alone. The method is therefore exact in the sense that it adds no time-step or frozen-rate error. Statistical noise and the approximations of the physical model remain.

\subsection{The algorithm}

\begin{enumerate}
\item Draw $u$ uniformly in $(0,1)$ and advance the clock by $w=-\ln u/b$. This is the right waiting time, since $w>t$ means $u<e^{-bt}$, which has probability $e^{-bt}$.
\item If the end time or a boundary comes first, stop there.
\item Move the atom to the candidate time and evaluate $\nu$ there.
\item With probability $\nu/b$, perform a real collision. Otherwise leave the velocity unchanged.
\item Return to the first step, without resetting the clock.
\end{enumerate}

\subsection{Uniform gas as a limit}

In a uniform cold gas without forces, $\nu$ is constant between collisions. Then $R=(b-\nu)t$ and $S=e^{-\nu t}$, so drawing the waiting time directly from the rate $\nu$ is also exact, and needs no rejections. The null method is useful when $\nu$ changes during the flight, since it replaces the inversion of $\int\nu\,dt$ by evaluations of $\nu$ at single points.

The limit also shows how the rejections lengthen the waiting time. A candidate comes every $1/b$ on average, and a fraction $\nu/b$ is accepted, so $b/\nu$ candidates are needed on average. The mean wait is $(1/b)(b/\nu)=1/\nu$.

\section{Choosing the majorant}

The bound must hold after collisions as well as before them. For elastic scattering from a gas atom at rest, the centre of mass moves with velocity $m\mathbf v/(m+M)$. In that frame the sputtered atom has speed $Mv/(m+M)$ before and after the collision. If it leaves along the unit vector $\hat{\mathbf n}$, at an angle $\theta$ to $\mathbf v$,
\begin{align}
\mathbf v'&=\frac{m\mathbf v+Mv\hat{\mathbf n}}{m+M},\\
\frac{E'}{E}&=\frac{v'^2}{v^2}=\frac{m^2+M^2+2mM\cos\theta}{(m+M)^2}.
\end{align}
The largest ratio, at $\cos\theta=1$, is 1, so the energy never rises. The smallest, at $\cos\theta=-1$, is
\begin{equation}
\alpha=\left(\frac{m-M}{m+M}\right)^2=\left(\frac{20}{100}\right)^2=0.04 .
\end{equation}
Since $p>0$, the rate at the highest emission energy and the highest density is a valid majorant.

Two changes of the model would spoil this choice. If the cross-section exponent $s$ exceeds $1/2$, then $p<0$ and the rate in a gas at rest grows without limit as the atom slows down. If the gas is thermal, a collision can raise the atom's energy, and the Maxwell distribution sets no highest speed; with $p>0$ no finite constant then bounds the rate in all states.

If $b$ is too small, each candidate with $\nu>b$ is accepted, since a probability cannot exceed 1. The simulated rate becomes
\begin{equation}
b\,\min(1,\nu/b)=\min(\nu,b),
\end{equation}
and collisions are lost where the true rate is highest. In the 10 eV flight, lowering the bound to $0.7\,b$ raises the uncollided fraction from $0.352$ to $0.428$, by quadrature of the clipped rate.

\section{A reference that contains no majorant}

To check complete histories, the mean energy is needed by another road. Consider atoms that start with energy $E_0$ in uniform gas of density $n_0$, and write $\nu_0=\nu(E_0)$. Scattering is taken to be isotropic in the centre-of-mass frame, so $\cos\theta$ is uniform on $[-1,1]$. As $E'$ is linear in $\cos\theta$, it is uniform on $[\alpha E,E]$. For $q\ge0$,
\begin{align}
\langle E'^q\rangle&=\frac{1}{(1-\alpha)E}\int_{\alpha E}^{E}\varepsilon^q\,d\varepsilon
=\frac{1-\alpha^{q+1}}{(q+1)(1-\alpha)}\,E^q\equiv(1-c_q)E^q .
\end{align}
For $q=1$, $1-\alpha^2=(1-\alpha)(1+\alpha)$ gives $c_1=1-(1+\alpha)/2=0.48$: a collision removes 48\% of the energy on average. This figure belongs to the isotropic model. Real atom--atom scattering at these energies is peaked forward, with many more weak deflections. The model $\sigma$ is best read as a momentum-transfer cross section, which sets the mean rate of energy loss at a given energy. Collision counts and uncollided fractions in a real gas depend on the smallest deflection that is counted.

In $dt$ a collision occurs with probability $\nu\,dt$ and lowers $E^q$ by $c_qE^q$ on average. With $\nu=\nu_0(E/E_0)^p$,
\begin{equation}
\frac{d\langle E^q\rangle}{dt}=-c_q\,\nu_0E_0^{-p}\,\langle E^{q+p}\rangle .
\end{equation}
The right side is again a moment, with $q$ raised by $p$. Differentiating $k$ times therefore gives
\begin{equation}
\frac{d^k\langle E^q\rangle}{dt^k}=\left(-\nu_0E_0^{-p}\right)^k\left(\prod_{j=0}^{k-1}c_{q+jp}\right)\langle E^{q+kp}\rangle .
\end{equation}
At $t=0$ the last factor is $E_0^{q+kp}$, and Taylor's series becomes
\begin{equation}
\langle E^q\rangle=E_0^q\sum_{k=0}^{\infty}\frac{(-\nu_0t)^k}{k!}\prod_{j=0}^{k-1}c_{q+jp}.
\end{equation}
Because $0\le c_q<1$ and $E\le E_0$, the $k$th derivative is at most $\nu_0^kE_0^q$ in size. The remainder after $k$ terms is then at most $E_0^q(\nu_0t)^k/k!$, which vanishes as $k\to\infty$, so the series holds at every time.

The mean number of real collisions is the time integral of $\langle\nu\rangle=\nu_0E_0^{-p}\langle E^p\rangle$. Setting $q=p$ and integrating term by term,
\begin{equation}
N(t)=\sum_{k=0}^{\infty}\frac{(-1)^k(\nu_0t)^{k+1}}{(k+1)!}\prod_{j=0}^{k-1}c_{p+jp}.
\end{equation}

\section{A sputtered flux slowing down}

The emitted atoms follow the Thompson distribution $f(E_0)\propto E_0/(E_0+U)^3$ with $U=4$ eV, cut off at 50 eV. They travel for $20\ \mu$s in uniform gas. The majorant is the rate at 50 eV, $b=0.1160\ \mu\mathrm{s}^{-1}$.

A 50 eV atom has its first candidate accepted with certainty. If it emerges with 10 eV, the next candidate is accepted with probability $0.07156/0.11598=0.617$. At 1 eV the acceptance has dropped to $0.309$. Once $b$ is fixed, the energy dependence of the rate enters the sampling through these probabilities alone.

Averaged over the emission energies, the series gives a fall in mean energy from $11.65$ eV to $5.393$ eV, with $1.178$ real collisions per atom. Null-collision sampling of 400\,000 histories, with scattering done on three-dimensional velocity vectors, gives $5.390\pm0.011$ eV and $1.178\pm0.002$ collisions. Doubling the majorant gives $5.395\pm0.011$ eV and $1.175\pm0.002$. The uncertainties are one standard error.

The price of a larger bound is work. The expected number of candidates is $bt=0.11598\times20=2.32$ per atom, and 51\% of them are accepted. With the doubled bound there are $4.64$ and 25\% are accepted. Among single constants used for all atoms, the smallest valid bound is the cheapest. A bound adapted to the state costs less: since the energy never rises, each history may use the rate at its own emission energy (about $1.36$ candidates per atom), or reset the bound to the current rate after each real collision, which in uniform gas leaves no rejections at all ($1.18$).

An invalid bound, equal to the rate at 5 eV, gives $6.71\pm0.01$ eV and $1.01$ collisions in the sampled run; the slowing-down equation solved with the clipped rate $\min(\nu,b)$ gives $6.74$ eV, about 2.4 standard errors higher. The mean energy is thus about 25\% too high, relative to the series value, because atoms above 5 eV collide too rarely.

About 7\% of the atoms end below $0.3$ eV. The thermal energy of a gas at room temperature is roughly $0.04$ eV per atom, so for the slowest atoms the assumption of a gas at rest becomes doubtful. This limits the physical model, not the sampling.

\section{What the tests establish}

The numerical output follows this text. The tests compare the sampled survival with quadrature at five distances in the rarefied gas, the sum over rejected events with the exponential, the collision vectors with the uniform energy law, and the sampled histories with the moment series. Sampled means and fractions had to agree with their references within 4.5 standard errors.

Most of the deviations that can be read from the printed output are much smaller, but three deserve mention. With the doubled majorant, the numbers of candidates and of real collisions lie about 2.0 and 2.2 standard errors below their expected values; the two are not independent, since every real collision is also a candidate. In the flight with the bound $0.7\,b$, the sampled fraction $0.4257$ lies 3.0 standard errors below the clipped-rate value $0.4281$. A deviation that large has a chance of about 0.3\% in a single comparison. It is read here as a fluctuation, since the clipped rate follows from the acceptance rule, but this run alone does not settle that reading.

\section*{Numbers as computed}
\begin{verbatim}
atom mass, gas-atom mass: 60, 40 u
gas density n0: 1.0e+20 m^-3
cross section at 1 eV: 2.0e-19 m^2; exponent s: 0.2
rate exponent p: 0.3; alpha: 0.0400
energy loss coefficient c_1: 0.4800
E = 1 eV: speed 0.1793 cm/us, rate 0.03587 us^-1, acceptance 0.3092
E = 5 eV: speed 0.4010 cm/us, rate 0.05813 us^-1, acceptance 0.5012
E = 10 eV: speed 0.5671 cm/us, rate 0.07156 us^-1, acceptance 0.6170
E = 50 eV: speed 1.2681 cm/us, rate 0.11598 us^-1, acceptance 1.0000
-- single flight in rarefied gas --
energy 10 eV, gap 10 cm, depth a 0.6, length l 3 cm
flight time: 17.6332 us
bound times flight time: 1.26191
integral of (b - nu): 0.21904
probability of 0 rejected, none accepted: 0.283111
probability of 1 rejected, none accepted: 0.062013
probability of 2 rejected, none accepted: 0.006792
probability of 3 rejected, none accepted: 0.000496
probability of 4 rejected, none accepted: 0.000027
sum over 0 to 15 rejected: 0.352441
uncollided fraction, quadrature: 0.352441
uncollided fraction, null-collision: 0.35206 +- 0.00076
uncollided fraction, frozen initial rate: 0.60365
bound 0.7 b: sampled 0.42572, clipped-rate quadrature 0.42806
-- Thompson flux in uniform gas --
U 4 eV, cutoff 50 eV, time 20 us, histories 400000
mean emitted energy, quadrature: 11.6462 eV
mean final energy, moment series: 5.3928 eV
mean real collisions, moment series: 1.17840
majorant x 1: final energy 5.3898 +- 0.0109 eV
  real collisions 1.17817 +- 0.00160
  candidates 2.3187 (expected 2.3196), accepted fraction 0.5081
  fraction of atoms below 0.3 eV: 0.0711
majorant x 2: final energy 5.3952 +- 0.0109 eV
  real collisions 1.17485 +- 0.00160
  candidates 4.6324 (expected 4.6393), accepted fraction 0.2536
  fraction of atoms below 0.3 eV: 0.0702
invalid bound nu(5 eV): final energy 6.7069 +- 0.0138 eV, real collisions 1.00943
\end{verbatim}
